# Keldysh–Kopaev Mean-Field Theory of an Excitonic Insulator

## Definitions and conventions

The units are Rydberg atomic units: kinetic energy is $k^2/m$ with $m$ in electron masses, $e^2=2$, lengths are in bohr and $k_B=1$. The system is a semimetal with one isotropic electron pocket and one isotropic hole pocket. Each momentum $k$ is measured from the extremum of its own band. If the extrema are separated by $Q$ in the crystal, the order found below has wave vector $Q$.

Equal numbers of electrons and holes imply a common Fermi wave vector $k_F$. With the chemical potential as zero of energy,

$$\varepsilon_c=\frac{k^2-k_F^2}{m_c},\qquad \varepsilon_v=-\frac{k^2-k_F^2}{m_v}.$$

Half the difference and half the sum of these energies are

$$\xi=\frac{\varepsilon_c-\varepsilon_v}{2}=\frac{k^2-k_F^2}{2m_r},\qquad \frac{\varepsilon_c+\varepsilon_v}{2}=\lambda\xi,$$

$$\frac1{m_r}=\frac1{m_c}+\frac1{m_v},\qquad
\lambda=\frac{1/m_c-1/m_v}{1/m_c+1/m_v}=\frac{m_v-m_c}{m_v+m_c}.$$

The band overlap is $\varepsilon_v(0)-\varepsilon_c(0)=k_F^2/m_r$.

Operators $c_{k\sigma}$ and $v_{k\sigma}$ annihilate conduction and valence electrons; $\Omega$ is the volume. The reduced Hamiltonian is

$$H=\sum_{k\sigma}(\varepsilon_c c^\dagger_{k\sigma}c_{k\sigma}+\varepsilon_v v^\dagger_{k\sigma}v_{k\sigma})+\frac1\Omega\sum_{kk'q\sigma\sigma'}V(q)\,c^\dagger_{k+q,\sigma}c_{k\sigma}\,v^\dagger_{k'-q,\sigma'}v_{k'\sigma'} .$$

It keeps the repulsion between the densities of the two bands. Intraband self-energies are taken as part of the band energies and held fixed when order sets in. Interband exchange integrals are dropped. The uniform direct (Hartree) energy cancels against the other uniform charge terms by neutrality.

## From repulsion to pairing

A missing valence electron is a hole of opposite momentum and spin:

$$h_{-k,-\sigma}=v^\dagger_{k\sigma}.$$

This preserves the anticommutation relations. I suppress spin while rearranging. The band term becomes

$$\varepsilon_v v_k^\dagger v_k=\varepsilon_v h_{-k}h^\dagger_{-k}=\varepsilon_v-\varepsilon_v h^\dagger_{-k}h_{-k},$$

so a hole has energy $-\varepsilon_v=(k^2-k_F^2)/m_v$, which rises with $k$ like an electron energy. In the interaction,

$$v^\dagger_{k'-q}v_{k'}=h_{q-k'}h^\dagger_{-k'}=\delta_{q0}-h^\dagger_{-k'}h_{q-k'} .$$

The $\delta_{q0}$ term is the uniform repulsion from the filled valence band, removed by neutrality. With $p=q-k'$ the rest is

$$-\frac1\Omega\sum_{kpq}V(q)\,c^\dagger_{k+q}c_k\,h^\dagger_{p-q}h_p .$$

Electrons and holes attract. This is the BCS problem with $c_{k\sigma}$ in the role of one spin and $h_{-k,-\sigma}$ in the role of the other. The corresponding trial state, built on the filled valence band $|F\rangle$, is

$$|\Phi\rangle=\prod_{k\sigma}\left(u_k+w_k c^\dagger_{k\sigma}h^\dagger_{-k,-\sigma}\right)|F\rangle,\qquad u_k^2+w_k^2=1.$$

Since $h^\dagger_{-k,-\sigma}=v_{k\sigma}$, the pair operator $c^\dagger v$ replaces a valence electron by a conduction electron. Hence, up to an overall sign,

$$|\Phi\rangle=\prod_{k\sigma}\left(u_kv^\dagger_{k\sigma}+w_kc^\dagger_{k\sigma}\right)|\text{empty}\rangle .$$

This is a filled band of hybrid orbitals. The number of electron–hole pairs is uncertain, as in BCS, but the electron number is fixed because each pair is neutral. If the filled band is separated from the next by a gap, the state is an insulator, not a superconductor.

## Simple case: equal masses at zero temperature

Take $\lambda=0$ and write $u_k=\cos\varphi_k$, $w_k=\sin\varphi_k$. The band energy of one spin at momentum $k$ is

$$\varepsilon_c\sin^2\varphi_k+\varepsilon_v\cos^2\varphi_k=-\xi_k\cos2\varphi_k .$$

Define the interband coherence

$$A_k=\langle v_k^\dagger c_k\rangle=u_kw_k=\tfrac12\sin2\varphi_k .$$

The state is a product of one-particle orbitals, so Wick's theorem applies. Apart from the uniform direct term, the interaction contributes when $k'=k+q\equiv p$ and the spins agree:

$$\langle c_p^\dagger c_kv_k^\dagger v_p\rangle\to\langle c_p^\dagger v_p\rangle\langle c_kv_k^\dagger\rangle=-A_p^*A_k .$$

The last sign comes from $c_kv_k^\dagger=-v_k^\dagger c_k$. The energy per spin is therefore

$$\mathcal E=-\sum_k\xi_k\cos2\varphi_k-\frac1\Omega\sum_{kp}V(k-p)A_kA_p .$$

Define

$$\Delta_k=\frac1\Omega\sum_pV(k-p)A_p .$$

With $dA_k/d\varphi_k=\cos2\varphi_k$, and a factor 2 because $A_k$ occurs twice in the double sum, stationarity reads

$$0=\frac{\partial\mathcal E}{\partial\varphi_k}=2\xi_k\sin2\varphi_k-2\Delta_k\cos2\varphi_k .$$

The solution that minimizes the energy in the field $\Delta_k$ is

$$\cos2\varphi_k=\frac{\xi_k}{E_k},\quad \sin2\varphi_k=\frac{\Delta_k}{E_k},\quad E_k=\sqrt{\xi_k^2+\Delta_k^2},\quad w_k^2=\frac12\left(1-\frac{\xi_k}{E_k}\right).$$

Thus $A_k=\Delta_k/(2E_k)$, and the definition of $\Delta_k$ becomes the gap equation.

For a first solution let $V=V_0$ when both momenta lie in the shell $|\xi|<W$, and zero otherwise. The density of states in $\xi$, per spin and volume, is

$$N=\frac{k_F^2}{2\pi^2}\left(\frac{d\xi}{dk}\right)^{-1}_{k_F}=\frac{k_F^2}{2\pi^2}\frac{m_r}{k_F}=\frac{m_rk_F}{2\pi^2},$$

taken as constant in the shell. With $g=NV_0$,

$$\frac1g=\int_{-W}^{W}\frac{d\xi}{2\sqrt{\xi^2+\Delta^2}}=\operatorname{asinh}\frac W\Delta,\qquad
\Delta_0=\frac{W}{\sinh(1/g)}\simeq2We^{-1/g}.$$

The integral diverges logarithmically as $\Delta\to0$, so in this model any positive $g$ gives a solution.

**Test on the energy.** Per volume and spin, the interaction energy is $-\Delta^2/V_0$. In the band energy use $\xi^2/E=E-\Delta^2/E$, and $N\int d\xi\,\Delta^2/E=2\Delta^2/V_0$ from the gap equation. The ordered energy is then $-N\int E\,d\xi+\Delta^2/V_0$, whereas the normal one is $-N\int|\xi|\,d\xi$. Their difference is

$$\delta\mathcal E=N\left[W^2-W\sqrt{W^2+\Delta^2}-\Delta^2\operatorname{asinh}\frac W\Delta\right]+\frac{\Delta^2}{V_0}.$$

The last two terms cancel by the gap equation, leaving

$$\delta\mathcal E=N\left[W^2-W\sqrt{W^2+\Delta^2}\right]\simeq-\frac12N\Delta^2 .$$

The ordered state is lower, and the gain vanishes with $\Delta$ as it must.

## Unequal masses: quasiparticle bands

To obtain excitations, write each interband bilinear as its average plus a deviation and drop products of deviations. Apart from a constant, the result at each $k$ and spin is

$$\begin{pmatrix}c^\dagger&v^\dagger\end{pmatrix}
\begin{pmatrix}\lambda\xi+\xi&-\Delta\\-\Delta^*&\lambda\xi-\xi\end{pmatrix}
\begin{pmatrix}c\\v\end{pmatrix}.$$

The minus sign is the one found in the exchange energy. The characteristic equation is $(\mathcal E-\lambda\xi)^2-\xi^2-|\Delta|^2=0$, hence

$$E_\pm=\lambda\xi\pm E,\qquad E=\sqrt{\xi^2+|\Delta|^2}.$$

The overall phase of $\Delta$ does not affect the bands, so I take $\Delta>0$. It varies slowly over the narrow range $|\xi|\sim\Delta$ and is treated there as constant. At fixed $k$ the bands are separated by $2E$, so the direct gap is $2\Delta$. The minimum of the upper band follows from

$$\frac{dE_+}{d\xi}=\lambda+\frac{\xi}{E}=0,\qquad \xi=-\frac{\lambda\Delta}{\sqrt{1-\lambda^2}},\qquad E=\frac{\Delta}{\sqrt{1-\lambda^2}} .$$

Substitution gives

$$E_+^{\min}=\frac{(1-\lambda^2)\Delta}{\sqrt{1-\lambda^2}}=\Delta\sqrt{1-\lambda^2}\equiv\Delta_g .$$

Because $E_-(\xi)=-E_+(-\xi)$, the lower band has its maximum $-\Delta_g$ at the opposite $\xi$. The insulating gap is therefore indirect and equals

$$2\Delta_g=2\Delta\sqrt{1-\lambda^2}=2\Delta\,\frac{2\sqrt{m_cm_v}}{m_c+m_v}.$$

**Test on limits.** Equal masses return the gap $2\Delta$. If one mass becomes very large, the indirect gap closes relative to the direct one. Far from the Fermi surface $E\to|\xi|$ and the original bands return.

At zero temperature the mass difference leaves the gap equation unchanged. It adds $\lambda\xi_k$ times the occupation at $k$, and this occupation is one per spin in the normal and the ordered state alike.

The common Fermi surface is essential. Suppose that the half-sum contains an additional offset $\delta(\hat k)$ depending on direction. For a given $\Delta$ the band edges become $\Delta_g+\delta_{\min}$ and $-\Delta_g+\delta_{\max}$. A full gap then requires $\delta_{\max}-\delta_{\min}<2\Delta_g$; otherwise pockets of carriers remain.

**Spin.** The coherence may also be a matrix in spin, $\Delta U$ with $U$ unitary. Rotating the valence spin by $U$ removes it from the mean-field matrix, and the density interaction is unchanged by this rotation. Singlet and triplet order are therefore degenerate in this model; the omitted exchange integrals can separate them.

## Finite temperature

Let $M$ be the mean-field matrix without its $\lambda\xi$ part. Then $M^2=E^2$, and the projectors on the two bands are $P_\pm=(1\pm M/E)/2$. Their off-diagonal elements are $\mp\Delta/(2E)$. With the Fermi function $f$,

$$A=\frac{\Delta}{2E}\,[f(E_-)-f(E_+)] .$$

The chemical potential stays at zero for a constant $N$: the relation $E_+(-\xi)=-E_-(\xi)$ gives $f(E_+(-\xi))+f(E_-(\xi))=1$, so the mean occupation remains one per momentum and spin. The variation of the true density of states across the thermal range is neglected.

From $f(y)=\frac12[1-\tanh(y/2T)]$, the shell gap equation is

$$\frac1g=\int_{-W}^{W}\frac{d\xi}{4E}\left[\tanh\frac{E+\lambda\xi}{2T}+\tanh\frac{E-\lambda\xi}{2T}\right].$$

Now put $\xi=\Delta\sinh\theta$ and $\lambda=\tanh\theta_0$. Then $d\xi/E=d\theta$ and $1/\cosh\theta_0=\sqrt{1-\lambda^2}$, so that

$$E\pm\lambda\xi=\Delta(\cosh\theta\pm\tanh\theta_0\sinh\theta)=\Delta_g\cosh(\theta\pm\theta_0).$$

The two tanh terms are exchanged by $\theta\to-\theta$ and contribute equally. With $\Theta=\operatorname{asinh}(W/\Delta)$ and $\phi=\theta+\theta_0$,

$$\frac1g=\frac12\int_{-\Theta+\theta_0}^{\Theta+\theta_0}d\phi\,\tanh\frac{\Delta_g\cosh\phi}{2T}.$$

Moving the limits back to $\pm\Theta$ exchanges two strips of width $|\theta_0|$, in which tanh is one up to terms of order $e^{-W(1-|\lambda|)/T}$. For $T\ll W(1-|\lambda|)$ these are negligible. Returning to an energy variable $x=\Delta_g\sinh\phi$, whose limit is $\Delta_g W/\Delta=W\sqrt{1-\lambda^2}$, gives

$$\frac1g=\int_0^{W\sqrt{1-\lambda^2}}dx\,\frac{\tanh\left(\sqrt{x^2+\Delta_g^2}/2T\right)}{\sqrt{x^2+\Delta_g^2}} .$$

This is the equal-mass BCS equation for half the indirect gap, with a reduced cutoff. Since $\tanh(ay)/y$ decreases with $y$, the right side decreases with $\Delta_g$; it also decreases with $T$. The solution is therefore unique and falls continuously to zero at $T_c$.

At $T_c$ set $\Delta_g=0$, $y=x/2T_c$ and $Y=W\sqrt{1-\lambda^2}/2T_c\gg1$. Integration by parts gives

$$\frac1g=\int_0^Y\frac{\tanh y}{y}dy\simeq\ln Y-J'(0),\qquad J(s)=\int_0^\infty y^s\operatorname{sech}^2y\,dy .$$

Expanding $\operatorname{sech}^2y=4\sum_{n\ge1}(-1)^{n+1}ne^{-2ny}$ and integrating for $s>0$ gives

$$J(s)=2^{1-s}\Gamma(1+s)D(s),\qquad D(s)=\sum_{n\ge1}(-1)^{n+1}n^{-s}.$$

To reach $s=0$, regroup the sum as

$$D(s)=\frac12+\frac12\sum_{n\ge1}(-1)^{n+1}\left[n^{-s}-(n+1)^{-s}\right].$$

Thus $D(0)=\frac12$, and the Wallis product gives

$$D'(0)=\frac12\ln\left(\frac21\cdot\frac23\cdot\frac43\cdot\frac45\cdots\right)=\frac12\ln\frac\pi2 .$$

With $\Gamma'(1)=-\gamma$, where $\gamma$ is Euler's constant, and $J(0)=1$,

$$J'(0)=-\ln2-\gamma+\ln\frac\pi2=\ln\frac\pi4-\gamma .$$

Solving for $T_c$,

$$T_c=\frac{2e^\gamma}{\pi}W\sqrt{1-\lambda^2}\,e^{-1/g}=\frac{e^\gamma}{\pi}\Delta_0\sqrt{1-\lambda^2},\qquad \frac{2\Delta_g(0)}{T_c}=\frac{2\pi}{e^\gamma}\simeq3.53 .$$

In weak coupling the BCS ratio belongs to the indirect gap for every fixed mass ratio. The direct gap has the larger ratio $3.53/\sqrt{1-\lambda^2}$.

## Screened Coulomb interaction

The constant $V_0$ can now be replaced by a statically screened interaction. With $4\pi e^2=8\pi$ and a background dielectric constant $\kappa$,

$$V(q)=\frac{8\pi}{\kappa(q^2+q_s^2)} .$$

Each pocket has density $n=k_F^3/(3\pi^2)$, including spin. Its response to a shift of its Fermi energy is $(k_F^2/\pi^2)/(2k_F/m)=mk_F/(2\pi^2)$. Electrons and holes both screen, so Thomas–Fermi theory gives

$$q_s^2=\frac{8\pi}{\kappa}\,\frac{(m_c+m_v)k_F}{2\pi^2}=\frac{4(m_c+m_v)k_F}{\pi\kappa}.$$

This uses the response of the normal state also below $T_c$. Between two points on the Fermi surface $q^2=2k_F^2(1-z)$, where $z$ is the cosine of their angle. The average interaction is

$$\langle V\rangle=\frac12\int_{-1}^1\frac{8\pi\,dz}{\kappa[2k_F^2(1-z)+q_s^2]}=\frac{2\pi}{\kappa k_F^2}\ln\left(1+\frac{4k_F^2}{q_s^2}\right).$$

Set $x=4k_F^2/q_s^2=\pi\kappa k_F/(m_c+m_v)$. Then

$$g=N\langle V\rangle=\frac{m_r}{\pi\kappa k_F}\ln(1+x)=\frac{m_r}{m_c+m_v}\frac{\ln(1+x)}x=\frac{1-\lambda^2}{4}\frac{\ln(1+x)}x .$$

Since $\ln(1+x)<x$, Thomas–Fermi screening gives $g<1/4$. The bound belongs to this form of screening, and it does not by itself make the gap small, because the prefactor of $e^{-1/g}$ grows as the density falls: for $m_v=3m_c$ the full momentum equation given below exceeds the shell estimate with half the overlap as cutoff by a factor 5 at $x=0.59$ and by about 150 at $x=0.12$. At high density $x$ grows, $g$ falls and the gap becomes exponentially small. At low density $g$ approaches $(1-\lambda^2)/4$, but there the screening theory is no longer justified: electrons and holes bind into separate excitons.

The radius of the unscreened exciton sets the scale of that boundary. The relative Hamiltonian is $-\nabla^2/m_r-2/(\kappa r)$. Inserting $e^{-r/a}$, for which $\nabla^2e^{-r/a}=(1/a^2-2/(ar))e^{-r/a}$, the $1/r$ terms cancel if $a=\kappa/m_r$, and the binding energy is $m_r/\kappa^2$. In terms of $a$, $x=\pi(1-\lambda^2)k_Fa/4$ and $(q_sa)^2=16k_Fa/[\pi(1-\lambda^2)]$. The screened potential binds an electron–hole pair only for $q_sa<1.19$, a numerical threshold, that is for $k_Fa<0.28(1-\lambda^2)$. Thomas–Fermi screening asks for more: it is the long-wavelength limit of the response and needs $q_s\ll2k_F$, or $x\gg1$. For very unequal masses this is stricter than $k_Fa\gg1$.

For a gap that depends on $|k|$ alone, the angular average at general momenta gives, at zero temperature,

$$\Delta_k=\int_0^\infty\frac{p^2dp}{2\pi^2}\,V_s(k,p)\frac{\Delta_p}{2E_p},\qquad
V_s(k,p)=\frac{2\pi}{\kappa kp}\ln\frac{(k+p)^2+q_s^2}{(k-p)^2+q_s^2}.$$

Momenta near $k_F$ contribute $g\Delta_{k_F}\ln(2W/\Delta_{k_F})$ to the right side at $k=k_F$. The remainder is $g\Delta_{k_F}C$, with $C$ finite as the interaction is weakened at fixed shape, that is, at fixed $x$; its value depends on $x$ and on the choice of $W$. Hence $1=g[\ln(2W/\Delta_{k_F})+C]$: the leading exponent remains $-1/g$, while $C$ changes the prefactor.

## Worked example

Take a model semimetal with $m_c=0.5$, $m_v=1.5$, $\kappa=10$ and $k_F=0.1$ bohr$^{-1}$. Then

$$m_r=\frac{0.5\times1.5}{2}=0.375,\qquad\lambda=\frac{1.0}{2.0}=0.5,\qquad\sqrt{1-\lambda^2}=0.866,$$

and the overlap is $0.01/0.375=0.0267$ Ry. The coupling follows from

$$x=\frac{\pi\times10\times0.1}{2}=1.571,\qquad g=\frac{0.75}{4}\,\frac{\ln2.571}{1.571}=0.1127,\qquad \frac1g=8.87 .$$

With half the overlap as shell cutoff, $W=0.01333$ Ry, the estimate is $\Delta_0\simeq2We^{-8.87}=3.7\times10^{-6}$ Ry. The full momentum equation, solved up to $60k_F$, gives $\Delta=9.0\times10^{-6}$ Ry at $k_F$, larger by a factor 2.4. The shell therefore gives the scale but not the prefactor. Reducing the interaction to 0.7 of its strength, with its shape fixed, lowers the gap at $k_F$ from $9.05\times10^{-6}$ to $1.98\times10^{-7}$ Ry. If $C$ were unchanged, $\ln\Delta_{k_F}$ would fall by $(1/0.7-1)/g$; the observed fall divided by $1/0.7-1$ is 8.92, within 0.5% of $1/g$.

The gaps from the full equation are

$$2\Delta=1.81\times10^{-5}\ \text{Ry}=246\ \mu\text{eV},\qquad 2\Delta_g=0.866\times2\Delta=1.57\times10^{-5}\ \text{Ry}=213\ \mu\text{eV}.$$

For the transition, replace $\Delta_p/2E_p$ in the momentum equation by the thermal coherence $A_p$ and linearize in $\Delta$. A nonzero solution first appears at $T_c=4.44\times10^{-6}$ Ry, or 0.70 K. The indirect gap divided by $T_c$ is 3.53, and the direct gap divided by $T_c$ is 4.07. The shell equation at $\lambda=0.5$ gives $\Delta(T)/\Delta(0)=0.957$ at $T_c/2$ and 0.526 at $0.9T_c$.

The bands near the Fermi surface, with energies in $\mu$eV, are:

| $\xi/\Delta$ | $E_+$ | $E_-$ | $w^2$ |
|---:|---:|---:|---:|
| $-2$ | 152 | $-398$ | 0.947 |
| $-1$ | 113 | $-236$ | 0.854 |
| $0$ | 123 | $-123$ | 0.500 |
| $1$ | 236 | $-113$ | 0.146 |
| $2$ | 398 | $-152$ | 0.053 |

For example, at $\xi=-\Delta$ the upper energy is $(-0.5+\sqrt2)\times123.1=113\ \mu$eV, below its value at $\xi=0$. The minimum lies at $\xi=-0.577\Delta$. The filled band changes from mainly conduction character inside the Fermi surface to mainly valence character outside it.

Using the shell formula with the full $\Delta$, both spins together gain $N\Delta^2$ per volume, or about 63 neV per electron–hole pair. This is small because only carriers within about $\Delta$ of the Fermi surface are strongly rearranged.

Here $a=10/0.375=26.7$ bohr and $k_Fa=2.7$, but $x=1.57$ and $q_s=1.6k_F$, so the Thomas–Fermi condition $q_s\ll2k_F$ is not met. Replacing $q_s^2$ by the static Lindhard form $q_s^2F(q/2k_F)$, with $F(y)=\frac12+\frac{1-y^2}{4y}\ln\left|\frac{1+y}{1-y}\right|$, lowers $1/g$ from 8.87 to 8.06 and raises $\Delta$ to $2.4\times10^{-5}$ Ry and $T_c$ to 1.9 K, a factor 2.65, while the ratio of the indirect gap to $T_c$ stays 3.53. The numbers are thus mean-field results of the stated screened model, not a quantitative prediction for a material. The numerical check tests the operator mapping, the bands, the temperature law and the full gap equation.

## Computed values

```
masses m_c, m_v (electron masses): 0.5, 1.5
background dielectric constant: 10.0
Fermi wave vector: 0.1 bohr^-1
reduced mass: 0.3750 electron masses
mass asymmetry lambda: 0.5000
sqrt(1-lambda^2): 0.86603
band overlap: 0.026667 Ry
carrier density of each kind: 3.3774e-05 bohr^-3
density of states in xi per spin: 1.8998e-03 Ry^-1 bohr^-3
exciton radius: 26.667 bohr
exciton binding energy: 0.00375 Ry
k_F times exciton radius: 2.667
screening wave vector: 0.15958 bohr^-1
screening variable x: 1.5708
coupling g: 0.11271
1/g: 8.8725
shell cutoff, half the overlap: 0.013333 Ry
shell estimate of gap parameter: 3.7383e-06 Ry
full gap parameter at k_F: 9.0496e-06 Ry = 123.126 microeV
full gap divided by shell estimate: 2.4208
full gap at 0.7 times the interaction: 1.9823e-07 Ry
measured exponent replacing 1/g: 8.9158
direct gap: 1.8099e-05 Ry = 246.253 microeV
indirect gap: 1.5674e-05 Ry = 213.261 microeV
critical temperature: 4.4432e-06 Ry = 0.7015 K
indirect gap / T_c, full equation: 3.5278
2 pi / exp(Euler gamma): 3.5278
direct gap / T_c: 4.0735
xi at upper-band minimum / gap parameter: -0.577
condensation energy per electron-hole pair: 62.6765 neV
gap(T)/gap(0) at T/T_c = 0.3, lambda = 0.5: 0.9971
gap(T)/gap(0) at T/T_c = 0.5, lambda = 0.5: 0.9569
gap(T)/gap(0) at T/T_c = 0.9, lambda = 0.5: 0.5263
xi/gap -2: E+ 152.193, E- -398.446 microeV; conduction weight of E- 0.9472
xi/gap -1: E+ 112.564, E- -235.690 microeV; conduction weight of E- 0.8536
xi/gap +0: E+ 123.126, E- -123.126 microeV; conduction weight of E- 0.5000
xi/gap +1: E+ 235.690, E- -112.564 microeV; conduction weight of E- 0.1464
xi/gap +2: E+ 398.446, E- -152.193 microeV; conduction weight of E- 0.0528
```
